# Force bias and local energy with nonorthogonal multideterminant trial states

**Result.** Let the trial state be $|\Psi_T\rangle=\sum_{i=1}^{N_d}c_i|D_i\rangle$, where the determinants $|D_i\rangle$ need not be orthogonal, and let the walker $|\phi\rangle$ be a single determinant. Define

$$O_i=\langle D_i|\phi\rangle,\qquad w_i=\frac{c_i^*O_i}{\sum_j c_j^*O_j},\qquad \langle\hat A\rangle_i=\frac{\langle D_i|\hat A|\phi\rangle}{O_i}.$$

If $\langle\Psi_T|\phi\rangle\neq0$ and every $O_i\neq0$, the force bias and the local energy are

$$\bar x_\gamma=-i\sqrt\tau\sum_i w_i\langle\hat L_\gamma\rangle_i,\qquad E_L=\frac{\langle\Psi_T|\hat H|\phi\rangle}{\langle\Psi_T|\phi\rangle}=\sum_i w_iE_i,\qquad E_i=\langle\hat H\rangle_i .$$

Here $\tau$ is the imaginary-time step and $\hat L_\gamma$ are the one-body operators coupled to the auxiliary fields. The weights sum to one but are complex in general, so they are not probabilities. For a fixed system and basis the cost grows linearly with $N_d$. Atomic units are used.

## 1. One field

Take first $\hat H=\tfrac12\hat L^2$, with $\hat L$ a Hermitian one-body operator. In the eigenbasis of $\hat L$, the Gaussian integral gives

$$e^{-\tau\hat L^2/2}=\int\frac{dx}{\sqrt{2\pi}}\,e^{-x^2/2}\,e^{i\sqrt\tau x\hat L}.$$

Replace $x$ by $x-\bar x$. A complex $\bar x$ is allowed, because the integrand is analytic and decays at both ends of the shifted contour. Since $e^{-(x-\bar x)^2/2}=e^{-x^2/2}e^{x\bar x-\bar x^2/2}$, a field $x$ drawn from the normal distribution carries the importance factor

$$W(x)=\frac{\langle\Psi_T|e^{i\sqrt\tau(x-\bar x)\hat L}|\phi\rangle}{\langle\Psi_T|\phi\rangle}\,e^{x\bar x-\bar x^2/2}.$$

Write $\langle\hat A\rangle=\langle\Psi_T|\hat A|\phi\rangle/\langle\Psi_T|\phi\rangle$ for the mixed average. With $\bar x$ of order $\sqrt\tau$, expanding the exponential and then the logarithm gives

$$\ln W=x\left(\bar x+i\sqrt\tau\langle\hat L\rangle\right)-\tfrac12\bar x^2-i\sqrt\tau\,\bar x\langle\hat L\rangle-\tfrac\tau2x^2\left(\langle\hat L^2\rangle-\langle\hat L\rangle^2\right)+O(\tau^{3/2}).$$

The first term is the fluctuation of order $\sqrt\tau$. It vanishes for every $x$ if

$$\bar x=-i\sqrt\tau\langle\hat L\rangle .$$

**Limit.** Let $|\phi\rangle$ be an eigenstate of $\hat L$ with eigenvalue $\ell$. Then $\bar x=-i\sqrt\tau\,\ell$, and the terms linear in $x$ in the full exponent cancel. What remains is $-\tfrac12\bar x^2-i\sqrt\tau\,\bar x\ell=\tfrac12\tau\ell^2-\tau\ell^2=-\tfrac12\tau\ell^2$. Thus $W=e^{-\tau\ell^2/2}$ for every $x$: the noise has gone and the correct decay is left.

## 2. The electronic Hamiltonian

Let $p,q,r,s$ label real orthonormal orbitals, let $\sigma$ be the spin, and define $\hat E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$. The two-electron integrals form a positive semidefinite matrix in the index pairs, so they can be factorized as

$$(pq|rs)=\sum_\gamma L^\gamma_{pq}L^\gamma_{rs},\qquad \hat L_\gamma=\sum_{pq}L^\gamma_{pq}\hat E_{pq},$$

with real symmetric matrices $L_\gamma$. Moving one annihilator past one creator gives

$$a^\dagger_{p\sigma}a^\dagger_{r\sigma'}a_{s\sigma'}a_{q\sigma}=a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\sigma'}a_{s\sigma'}-\delta_{qr}\delta_{\sigma\sigma'}a^\dagger_{p\sigma}a_{s\sigma'} .$$

Multiply by $\tfrac12(pq|rs)$ and sum. The last term becomes a one-body correction, and

$$\hat H=E_{\rm nuc}+\hat h'+\tfrac12\sum_\gamma\hat L_\gamma^2,\qquad h'=h-\tfrac12\sum_\gamma L_\gamma^2 .$$

The short-time propagator, without the constant factor $e^{-\tau E_{\rm nuc}}$, uses

$$\hat B(\mathbf x)=e^{-\tau\hat h'}\exp\Big(i\sqrt\tau\sum_\gamma x_\gamma\hat L_\gamma\Big).$$

The fields are independent normal variables with mean of $x_\gamma x_\delta$ equal to $\delta_{\gamma\delta}$. The average of $\hat B$ is therefore $1-\tau(\hat h'+\frac12\sum_\gamma\hat L_\gamma^2)+O(\tau^2)$, even when the $\hat L_\gamma$ do not commute.

The argument of section 1 now gives $\bar x_\gamma=-i\sqrt\tau\langle\hat L_\gamma\rangle$. With this choice the terms of order $\tau$ are

$$\ln W=-\tau\langle\hat h'\rangle-\tfrac\tau2\sum_\gamma\langle\hat L_\gamma\rangle^2-\tfrac\tau2\Big\langle\Big(\sum_\gamma x_\gamma\hat L_\gamma\Big)^2\Big\rangle+\tfrac\tau2\Big(\sum_\gamma x_\gamma\langle\hat L_\gamma\rangle\Big)^2+O(\tau^{3/2}).$$

On averaging over the fields, the second and fourth terms cancel. Half-integer powers of $\tau$ are odd in $\mathbf x$ and average to zero, because $W$ is unchanged when $\sqrt\tau$ and $\mathbf x$ both change sign. Since $\ln W$ is itself of order $\tau$, its square does not contribute at this order, and

$$\overline W=1-\tau(E_L-E_{\rm nuc})+O(\tau^2).$$

**Test.** For one random field vector in the example below, the part of $\ln W$ odd in $\mathbf x$ falls by a factor 8.001 when $\tau$ is divided by four, as $\tau^{3/2}$ requires. With $\bar{\mathbf x}=0$ the factor is 2.000, as $\sqrt\tau$ requires.

## 3. One determinant in the trial state

For each spin, let the columns of $D$ and $\Phi$ hold the occupied orbitals of $|D\rangle$ and $|\phi\rangle$. An annihilator of orbital $k$ of $D$ and a creator of orbital $l$ of $\Phi$ have anticommutator $(D^\dagger\Phi)_{kl}$. Moving all annihilators to the right gives the antisymmetrized sum of products of these numbers, so

$$\langle D|\phi\rangle=\prod_\sigma\det(D_\sigma^\dagger\Phi_\sigma).$$

A one-body operator obeys $[\hat A,\sum_p\varphi_pa_p^\dagger]=\sum_p(A\varphi)_pa_p^\dagger$ and annihilates the vacuum. Hence $e^{\epsilon\hat A}|\phi\rangle$ is again a determinant, with orbitals $e^{\epsilon A}\Phi$. This also shows that $\hat B$ keeps the walker a single determinant.

Set $S=D^\dagger\Phi$ and $P=\Phi S^{-1}D^\dagger$ for each spin. The rule $d\ln\det S=\operatorname{tr}(S^{-1}dS)$ gives

$$\langle\hat A\rangle_D=\frac{d}{d\epsilon}\ln\langle D|e^{\epsilon\hat A}|\phi\rangle\Big|_0=\sum_\sigma\operatorname{tr}(S_\sigma^{-1}D_\sigma^\dagger A\Phi_\sigma)=\sum_\sigma\operatorname{tr}(AP_\sigma).$$

For a product of two one-body operators, use $S(\epsilon,\eta)=D^\dagger e^{\epsilon A}e^{\eta B}\Phi$. The mixed derivative of $\ln\langle D|e^{\epsilon\hat A}e^{\eta\hat B}|\phi\rangle$ at zero is $\langle\hat A\hat B\rangle_D-\langle\hat A\rangle_D\langle\hat B\rangle_D$. From the determinants it is

$$\sum_\sigma\operatorname{tr}\left(S^{-1}\partial_\epsilon\partial_\eta S-S^{-1}(\partial_\eta S)S^{-1}(\partial_\epsilon S)\right)_\sigma=\sum_\sigma\left[\operatorname{tr}(ABP_\sigma)-\operatorname{tr}(AP_\sigma BP_\sigma)\right].$$

The minus sign comes from $\partial_\eta S^{-1}=-S^{-1}(\partial_\eta S)S^{-1}$. Set $A=B=L_\gamma$ and add the one-body part. The terms $\tfrac12\operatorname{tr}(L_\gamma^2P)$ turn $h'$ back into $h$, leaving

$$E_D=E_{\rm nuc}+\sum_\sigma\operatorname{tr}(hP_\sigma)+Q[P],$$

$$Q[P]=\tfrac12\sum_\gamma\Big[\Big(\sum_\sigma\operatorname{tr}L_\gamma P_\sigma\Big)^2-\sum_\sigma\operatorname{tr}(L_\gamma P_\sigma L_\gamma P_\sigma)\Big].$$

**Limit.** For one electron, $P$ has rank one, so $\operatorname{tr}(L_\gamma PL_\gamma P)=(\operatorname{tr}L_\gamma P)^2$. Then $Q=0$: the electron does not repel itself.

## 4. Many determinants

The bra is linear in its determinants. For any operator,

$$\frac{\langle\Psi_T|\hat A|\phi\rangle}{\langle\Psi_T|\phi\rangle}=\frac{\sum_ic_i^*\langle D_i|\hat A|\phi\rangle}{\sum_jc_j^*O_j}=\frac{\sum_ic_i^*O_i\langle\hat A\rangle_i}{\sum_jc_j^*O_j}=\sum_iw_i\langle\hat A\rangle_i .$$

The middle step multiplies and divides each term by $O_i$. Taking $\hat A=\hat L_\gamma$ and $\hat A=\hat H$ proves the two formulas at the start. No overlap $\langle D_i|D_j\rangle$ has entered, so the formulas have the same form whether or not the determinants are orthogonal.

**Limits.** For $N_d=1$ the weight is one and section 3 returns. If $\Psi_T$ is an eigenstate with energy $E$, then $\langle\Psi_T|\hat H=E\langle\Psi_T|$ and $E_L=E$ for every walker with nonzero overlap. The separate $E_i$ may still vary from walker to walker; their weighted sum does not.

### A four-atom example

The system is a linear H$_4$ chain with spacing 2.5 bohr in the STO-6G basis. The trial state combines an unrestricted Hartree–Fock (UHF) determinant, its spin-flipped partner and the restricted (RHF) determinant. Their coefficients minimize the energy in this three-state space. The overlap of the UHF determinant with its partner is 0.225 and with RHF 0.722, so the set is far from orthogonal.

The walker is the UHF determinant after its amplitudes on the four Löwdin-orthogonalized sites are multiplied by $e^{i\theta_p}$, with $\theta=(0.6,-0.4,0.5,-0.3)$ rad. The factorization of section 2 is fixed only up to an orthogonal mixing of the fields. Here the $L_\gamma$ are the eigenvectors of the matrix $(pq|rs)$ in the Löwdin basis, scaled by the square roots of the eigenvalues, ordered by decreasing eigenvalue and signed so that $L^\gamma_{11}\ge0$. A pivoted Cholesky factorization would give different individual fields but the same energies. With this choice the operator $\hat L_2$ has site-diagonal elements of opposite sign on the two halves of the chain, so it responds to a displacement of charge along it.

| determinant | $c_i$ | $\operatorname{Re}w_i$ | $\operatorname{Im}\langle\hat L_2\rangle_i$ (hartree$^{1/2}$) | $\operatorname{Re}E_i$ (hartree) |
|---|---|---|---|---|
| UHF | 0.6852 | 0.9013 | 0.0215 | −2.0154 |
| flipped | 0.6852 | 0.1654 | 0.2323 | −2.2689 |
| RHF | −0.0795 | −0.0667 | 0.1412 | −2.0999 |

For the first weight, $c_1O_1=0.6852\,(0.7397+0.3129i)=0.5069+0.2144i$. Division by the trial overlap $0.5624+0.2379i$ gives 0.901. The imaginary parts of all three weights are below $10^{-4}$. The mean site phase, 0.1 rad, acts on four electrons and gives every $O_i$ the common factor $e^{0.4i}$, which cancels in the ratio; what remains is $(0.45,-0.45,0.45,-0.45)+(0.05,-0.05,-0.05,0.05)$. The first part changes sign under reflection of the chain. All three determinants have real orbitals and are unchanged by reflection combined with spin flip, so for this part alone $O_i(\theta)=O_i(-\theta)=O_i(\theta)^*$ and every $O_i$ would be real. Only the second part can give the weights an imaginary part, and in this system its effect is weak even when it is not small: with its amplitude raised from 0.05 to 0.2, 0.5 or 1 rad, the imaginary parts stay below $10^{-3}$ in this basis (in 6-31G, with one phase per atom, they reach about $2\times10^{-3}$). Nearly real weights are thus a feature of site phases applied to the UHF determinant here; a walker with general complex orbitals can have weights whose imaginary parts are several tenths. The RHF weight is negative, and $\sum_i|w_i|=1.133$.

The dominant part of the second field's average is

$$\operatorname{Im}\langle\hat L_2\rangle=0.9013(0.0215)+0.1654(0.2323)-0.0667(0.1412)=0.0484 .$$

The flipped determinant contributes about twice as much as the UHF determinant, despite its smaller weight. At $\tau=0.01$ hartree$^{-1}$ the force bias is $\bar x_2=-0.1i\,(0.0003+0.0484i)=0.0048-0.00003i$.

The local energy follows in the same way:

$$\operatorname{Re}E_L=-0.9013(2.0154)-0.1654(2.2689)+0.0667(2.0999)=-2.0517\ \text{hartree},$$

or −55.83 eV. Products of imaginary parts are negligible at this precision. The numerical check obtains the same averages from creation operators in the full Fock space; the largest difference in $E_L$ is $3\times10^{-15}$ hartree. Random complex trial states test the complex conjugations.

The variational energy of the trial state is −2.0319 hartree, and full configuration interaction in this basis gives −2.0720 hartree. The latter still carries the error of the minimal basis: it falls to −2.1506 hartree in 6-31G and to −2.1728 hartree in cc-pVDZ, a shift of 0.10 hartree. It also leaves out nuclear motion and relativistic effects, so these digits describe the model and not the real molecule. The real parts of $E_i$ for the flipped and RHF determinants lie below the full configuration-interaction energy, which contradicts nothing: a mixed average with different bra and ket is not a variational energy.

## 5. What may be averaged before the energy is evaluated

Define $\bar P_\sigma=\sum_iw_iP_{i\sigma}$. Since $\langle\hat L_\gamma\rangle_i$ is linear in $P_i$, the force bias can be computed from $\bar P$ alone. The energy contains the quadratic form $Q$. Put $P_i=\bar P+\delta_i$, where $\sum_iw_i\delta_i=0$. The terms linear in $\delta_i$ vanish in the weighted sum, and

$$E_L=E[\bar P]+\sum_iw_iQ[\delta_i],\qquad E[P]=E_{\rm nuc}+\sum_\sigma\operatorname{tr}(hP_\sigma)+Q[P].$$

**Limit.** For two determinants, $\delta_1=w_2(P_1-P_2)$ and $\delta_2=-w_1(P_1-P_2)$. The correction is $(w_1w_2^2+w_2w_1^2)Q[P_1-P_2]=w_1w_2Q[P_1-P_2]$. It disappears when one weight vanishes, with $P_1$ and $P_2$ finite, or when the two matrices coincide.

In the example, $E[\bar P]=-2.0160$ hartree, whereas $E_L=-2.0517$ hartree. Averaging the matrices first would misplace this walker's local energy by 0.036 hartree, close to the 0.040 hartree between the trial and full configuration-interaction energies. Both numbers depend on the basis: in cc-pVDZ, with the same phase on every orbital of an atom, they are 0.029 and 0.053 hartree, still of the same order.

## 6. When an overlap vanishes

If $O_i=0$, then $w_i=0$ but $S_i^{-1}$ does not exist. The product $c_i^*\langle D_i|\hat A|\phi\rangle$ is finite and may not be dropped. The derivative of a determinant, $d\det S=\operatorname{tr}(\operatorname{adj}S\,dS)$, holds for singular $S$ as well. Here $\operatorname{adj}S$ is the transposed matrix of cofactors. With $\bar\sigma$ the spin opposite to $\sigma$,

$$\langle D|\hat A|\phi\rangle=\sum_\sigma\det(S_{\bar\sigma})\operatorname{tr}\left(\operatorname{adj}(S_\sigma)D_\sigma^\dagger A\Phi_\sigma\right).$$

For invertible $S$, $\operatorname{adj}S=S^{-1}\det S$, and section 3 is recovered. Two-body elements are also finite, being second derivatives of determinants, which are polynomials in their entries.

**Test.** A bra determinant $D$ was built from the walker's own orbitals, with one spin-up orbital replaced by an orbital orthogonal to both occupied spin-up orbitals; the walker itself was left unchanged. The overlap is zero to rounding, yet the vector of elements $\langle D|\hat L_\gamma|\phi\rangle$ has norm 0.259 hartree$^{1/2}$ when the lower spin-up orbital is kept and the new orbital is the first site orbital with its occupied part projected out. Other choices of the kept and new orbitals give norms between about 0.08 and 0.33 hartree$^{1/2}$. The cofactor formula agrees with the Fock-space elements.

A vanishing total overlap $\langle\Psi_T|\phi\rangle$ is a different matter. The common denominator is then zero, and neither the force bias nor the local energy is defined.

## 7. Counting the work

Let there be $K$ orbitals, $N$ electrons of each spin and $N_\gamma$ fields. For each determinant and spin define

$$\Theta_i=\Phi S_i^{-1},\qquad F_i^\gamma=D_i^\dagger L_\gamma\Theta_i .$$

Since $P_i=\Theta_iD_i^\dagger$, cyclic invariance of the trace gives $\operatorname{tr}(L_\gamma P_i)=\operatorname{tr}F_i^\gamma$ and $\operatorname{tr}(L_\gamma P_iL_\gamma P_i)=\operatorname{tr}(F_i^\gamma F_i^\gamma)$. With dense matrices the leading operation counts are:

- $KN^2$ to form $S_i$ and $\Theta_i$, and $N^3$ to invert $S_i$;
- $N_\gamma K^2N$ to form $D_i^\dagger L_\gamma$, which does not depend on the walker and can be stored;
- $N_\gamma KN^2$ to form all $F_i^\gamma$, and $N_\gamma N^2$ for the traces.

None of these counts contains $N_d$. The weighted sums add $O(N_dN_\gamma)$ operations, so the total is $N_d$ times a price set by the system and basis. This does not say how large $N_d$ must be for a given accuracy.

The linear law rests on having one determinant in the ket. The variational energy

$$\frac{\langle\Psi_T|\hat H|\Psi_T\rangle}{\langle\Psi_T|\Psi_T\rangle}=\frac{\sum_{ij}c_i^*c_j\langle D_i|\hat H|D_j\rangle}{\sum_{ij}c_i^*c_j\langle D_i|D_j\rangle}$$

needs pairs of trial determinants, and evaluating them one by one costs of order $N_d^2$. The mixed estimators do not need the norm of $\Psi_T$, because it cancels between numerator and denominator.

**Test.** Measured computing times grew as $N_d^{0.97}$ for the mixed estimators between 100 and 800 determinants, and as $N_d^{2.11}$ for the variational energy between 10 and 40. These are timings on one machine, consistent with the counted powers one and two.

## Numbers as computed

```
H4 chain, STO-6G, spacing = 2.5 bohr; fields = 10
nuclear repulsion = 1.733333 hartree
RHF energy = -1.947364 hartree
UHF energy = -1.994497 hartree
trial (3-determinant) energy = -2.031943 hartree
full CI energy = -2.071957 hartree
walker site phases = [ 0.6 -0.4  0.5 -0.3] rad
<UHF|flipped UHF> = 0.225492, <UHF|RHF> = 0.721734
diagonal of L_1 = [0.56201 0.71886 0.71886 0.56201] hartree^(1/2)
diagonal of L_2 = [ 0.54275  0.30305 -0.30305 -0.54275] hartree^(1/2)
UHF: c = +0.685242, O = +0.739701 +0.312921i
   weight w = +0.901314 -0.000033i
   <L_1> = +2.523206 -0.006205i hartree^(1/2)
   <L_2> = +0.000327 +0.021508i hartree^(1/2)
   E_i = -2.015362 +0.000041i hartree
flipped UHF: c = +0.685242, O = +0.135737 +0.057483i
   weight w = +0.165420 +0.000057i
   <L_1> = +2.495963 -0.017621i hartree^(1/2)
   <L_2> = +0.000068 +0.232266i hartree^(1/2)
   E_i = -2.268893 +0.001073i hartree
RHF: c = -0.079459, O = +0.472230 +0.199994i
   weight w = -0.066733 -0.000024i
   <L_1> = +2.510843 -0.012417i hartree^(1/2)
   <L_2> = +0.000003 +0.141212i hartree^(1/2)
   E_i = -2.099938 +0.000061i hartree
trial overlap = +0.562364 +0.237925i
sum of weights = +1.000000 -0.000000i; sum of |w| = 1.133467
weighted <L_1> = +2.519525 -0.007680i hartree^(1/2)
weighted <L_2> = +0.000297 +0.048383i hartree^(1/2)
Fock-space <L_2> = +0.000297 +0.048383i hartree^(1/2)
time step = 0.01 1/hartree
force bias xbar_1 = -0.000768 -0.251953i
force bias xbar_2 = +0.004838 -0.000030i
weighted local energy = -2.051657 +0.000198i hartree
   real part = -55.8284 eV
Fock-space local energy = -2.051657 +0.000198i hartree
energy of averaged Green's function = -2.016024 +0.000177i hartree
E_L minus that energy = -0.035633 +0.000021i hartree
largest error, example: <L> 8.9e-16, E_L 2.7e-15 (a.u.)
largest error, random complex trials = 7.4e-15 (a.u.)
odd part of ln W, tau to tau/4: ratio 8.001 with bias, 2.000 without
local energy from average of W = -2.051657 +0.000198i hartree
zero-overlap determinant: |O| = 8.2e-16, norm of <D|L|phi> = 0.25908 hartree^(1/2)
time exponent, mixed estimators, 100 to 800 dets = 0.97
time exponent, variational energy, 10 to 40 dets = 2.11
```
